\section*{Linear drift of slab surface energies and its removal by fitting}

\section{A crystal made of contacts}

Suppose that an isolated atomic layer has energy $u$, and that each contact between neighbouring layers lowers the energy by $b$. A slab of $N$ layers has $N-1$ contacts, so
\begin{equation}
E_N=Nu-(N-1)b=N(u-b)+b .
\end{equation}
In the infinite crystal there is one contact per layer, and the bulk energy per layer is $e=u-b$. What remains, $b$, is the cost of two faces of area $A$, so the surface energy is $\gamma=b/(2A)$.

Now let a separate bulk calculation return $e_{\rm sep}=e-\delta$ instead of $e$. The surface energy formed with it is
\begin{equation}
\frac{E_N-Ne_{\rm sep}}{2A}=\frac{Ne+b-Ne+N\delta}{2A}
=\gamma+\frac{N\delta}{2A}.
\end{equation}
The slab contains $N$ copies of the bulk layer, so a fixed error per layer is counted $N$ times, while the faces are counted once. The slabs themselves know the right value: $E_N-E_{N-1}=u-b=e$. A bulk energy taken from this slope cancels the bulk part of the slab energy, whatever that part is.

A real slab differs in three respects: its two faces influence each other, its bulk energy carries numerical errors, and each total energy has some scatter. These contributions can be separated.

\section{The general statement}

Take slabs with identical layers and two equivalent faces, nonpolar and stoichiometric, all computed with the same in-plane $k$ mesh and numerical settings. Write
\begin{equation}
E_N=Ne_s+2A\gamma_s+R_N .
\label{split}
\end{equation}
Here $e_s$ is the bulk energy per layer as the slab calculation represents it. The remainder $R_N$ comes from finite thickness and vanishes as $N\to\infty$. With $\delta=e_s-e_{\rm sep}$,
\begin{equation}
\gamma_{\rm sep}(N)=\frac{E_N-Ne_{\rm sep}}{2A}
=\gamma_s+\frac{N\delta}{2A}+\frac{R_N}{2A}.
\label{drift}
\end{equation}
The drift therefore needs a mismatch. A separate bulk energy is harmless if it equals $e_s$; it is not enough that it be well converged by itself. If the two faces differ, $2\gamma_s$ is replaced by the sum of their surface energies.

\section{A model in which every term is known}

Consider a simple cubic lattice of spacing $a$, with one orbital per site, site energies alternating between $+\Delta$ and $-\Delta$, and nearest-neighbour hopping $-t$. The electrons do not interact and fill half the states, two per level. Energies are quoted per surface site, with $A=a^2$; wave numbers are in units of $1/a$.

Let $T$ be the hopping matrix and $S$ the diagonal matrix with entries $\pm1$ on the two sublattices, so that $H=T+\Delta S$. Hopping changes the sublattice, hence $ST=-TS$. If $T\phi=\varepsilon\phi$, then $TS\phi=-\varepsilon S\phi$, and
\begin{equation}
H\phi=\varepsilon\phi+\Delta S\phi,\qquad
HS\phi=\Delta\phi-\varepsilon S\phi .
\end{equation}
This $2\times2$ problem has eigenvalues $\pm\sqrt{\Delta^2+\varepsilon^2}$. Modes with $\varepsilon=0$ can be chosen on one sublattice each and have energies $\pm\Delta$, equally many of either sign because the sublattices have equal numbers of sites. Half of all levels are thus negative, and these are filled. Two electrons per negative level, and one negative level per two hopping modes, give an energy $-\sqrt{\Delta^2+\varepsilon^2}$ per hopping mode.

In the plane the modes are Bloch waves. Across the slab they are standing waves that vanish on the missing layers $0$ and $N+1$:
\begin{equation}
\varepsilon=-2t(s+\cos q_j),\quad s=\cos k_x+\cos k_y,\quad
q_j=\frac{\pi j}{N+1},
\end{equation}
with $j=1,\dots,N$. Define $f(q)=-\sqrt{\Delta^2+4t^2(s+\cos q)^2}$. Then $E_N$ is $\sum_jf(q_j)$ averaged over the in-plane mesh.

\subsection*{Separating bulk, faces and remainder}

Set $L=N+1$. Since $f$ is even and has period $2\pi$,
\begin{equation}
f(q)=c_0+2\sum_{m\ge1}c_m\cos mq,\qquad
c_m=\frac1\pi\int_0^\pi f(q)\cos mq\,dq .
\end{equation}
Sum over the $2L$ points $q_j$ of the full circle. The sum of $\cos mq_j$ is $2L$ if $m$ is a multiple of $2L$ and zero otherwise. The points $0$ and $\pi$ occur once, and every other value of $f$ occurs twice, so
\begin{equation}
f(0)+f(\pi)+2\sum_{j=1}^{N}f(q_j)
=2Lc_0+4L\sum_{p\ge1}c_{2Lp}.
\end{equation}
Solving for the slab sum and using $L=N+1$ gives
\begin{equation}
\sum_{j=1}^{N}f(q_j)=Nc_0+\left[c_0-\frac{f(0)+f(\pi)}2\right]
+2L\sum_{p\ge1}c_{2Lp}.
\label{poisson}
\end{equation}
After the in-plane average, the three terms are $Ne_s$, $2A\gamma_s$ and $R_N$. The coefficient $c_0$ is an integral over continuous $q$. Thus $e_s$ belongs to a bulk crystal with the slab's in-plane mesh and a fully converged $k_z$ integration.

\section{The contribution of finite thickness}

\subsection*{With a gap}

The decay of $c_m$ is set by the nearest complex $q$ at which the square root in $f$ vanishes. There $\cos q=z$ with $z=-s\pm i\Delta/(2t)$. For $q=x+iy$ one has $|1\pm\cos q|=\cosh y\pm\cos x$, so
\begin{equation}
2\cosh y=|1+z|+|1-z| .
\end{equation}
The right side is a sum of two distances, convex and even in $s$, hence smallest at $s=0$. There $q=\pm\pi/2+iy$, and the decay constant $y=\kappa$ obeys
\begin{equation}
\sinh\kappa=\frac{\Delta}{2t}.
\end{equation}
Near this point $f$ varies as the square root of the distance $v$ from it. Moving the Fourier integral onto the cut gives
\begin{equation}
c_m\propto e^{-\kappa m}\int_0^\infty \sqrt v\,e^{-mv}dv
\propto m^{-3/2}e^{-\kappa m}.
\end{equation}
With $m=2L$ and the prefactor $2L$ of Eq.~(\ref{poisson}), the points with $s=0$ give the slowest part of the remainder, of magnitude
\begin{equation}
|R_N|\propto (N+1)^{-1/2}e^{-2\kappa(N+1)} .
\end{equation}
The power $-\frac12$ belongs to these points alone. Points with small $s\ne0$ decay only slightly faster and oscillate with another phase, so the full $6\times6$ average follows no single power between 5 and 11 layers. On a dense in-plane mesh the average over $s$ keeps the exponential but falls about one power of $N+1$ faster. Physically, the faces communicate through states that decay in the gap. For $t=1$ eV and $\Delta=1.8$ eV, $2\kappa=1.618$ per layer. Diagonalizing the $s=0$ chain with 5 and 11 layers, and removing the factor $(N+1)^{-1/2}$, gives 1.624.

\subsection*{Without a gap}

At $\Delta=0$, $f=-2t|s+\cos q|$ has a kink at $\cos q_0=-s$ if $|s|<1$. Its slope jumps from $2t\sin q_0$ to $-2t\sin q_0$, so the jump is $J=-4t\sin q_0$. If the kink falls on a grid point, apply the Euler--Maclaurin formula on either side of it, with step $h=\pi/L$. The end slopes at $0$ and $\pi$ vanish, and to leading order
\begin{equation}
R_N=\frac{h}{12}\left[f'(q_0^-)-f'(q_0^+)\right]
=-\frac{hJ}{12}=\frac{\pi t\sin q_0}{3(N+1)} .
\end{equation}
On a $6\times6$ mesh, 10 of the 36 points have $s=0$ and 8 have $s=\pm\frac12$; the rest have no kink. When $N+1$ is a multiple of 6, all kinks lie on the grid, and
\begin{equation}
(N+1)R_N\simeq\frac{\pi t}{3}\,
\frac{10+8\sqrt{3}/2}{36}=0.492\ {\rm eV}.
\end{equation}
The largest computed $(N+1)|R_N|$ is 0.493 eV for 20--31 layers and 0.492 eV for 80--91. At a fixed in-plane mesh, the finite-size term of this gapless model falls only as $1/N$, and it depends on where the kinks lie relative to the grid.

\section{The contribution of bulk sampling}

Write the bulk energy at wave vector $\mathbf k$ as a lattice Fourier series, $\sum_{\mathbf R}F(\mathbf R)e^{i\mathbf k\cdot\mathbf R}$. The fully converged energy is $F(0)$. An average over $n$ equally spaced points along one axis, zero included, keeps the terms in which that component of $\mathbf R$ is a multiple of $n$. Therefore
\begin{equation}
e_s-F(0)=\sum_{(l_1,l_2)\ne(0,0)}F(nl_1,nl_2,0).
\end{equation}
This error belongs to each layer and does not shrink as the slab thickens. A separate bulk run on a dense mesh lacks it, so its greater accuracy creates the mismatch.

Using an $n\times n\times n$ bulk mesh does not cure this by itself. It reproduces the terms above but adds those with third component $nl_3\ne0$, which are absent from $e_s$. The matched bulk has the slab's in-plane mesh and a converged $k_z$ mesh.

\section{What a straight-line fit keeps}

For $M$ slabs let $\bar N$ be the mean thickness and $S=\sum(N-\bar N)^2$. The least-squares intercept is the mean energy minus $\bar N$ times the slope:
\begin{equation}
2A\gamma_{\rm fit}=\sum_N w_NE_N,\qquad
w_N=\frac1M-\frac{\bar N(N-\bar N)}S .
\end{equation}
Because $\sum(N-\bar N)=0$ and $\sum N(N-\bar N)=S$,
\begin{equation}
\sum_Nw_N=1,\qquad \sum_Nw_NN=\bar N-\bar N=0 .
\end{equation}
Inserting Eq.~(\ref{split}) gives
\begin{equation}
2A\gamma_{\rm fit}=2A\gamma_s+\sum_Nw_NR_N .
\end{equation}
Any error proportional to $N$ is removed from the intercept, whatever its origin. An error in $\gamma_s$ itself passes through unchanged.

An error $\alpha N^2$, for instance from settings that change steadily with thickness, is not removed. For equally spaced thicknesses it shifts the intercept by $\alpha(S/M-\bar N^2)$. For slabs of 6 to 14 layers, $M=9$, $\bar N=10$ and $S=60$, so the shift is $-93.3\,\alpha$.

The gapless case needs care too. If the thicknesses are equally spaced, and the smallest and the largest both grow in proportion to $\bar N$, then $\sum|w_N|$ stays bounded and the intercept error falls at least as fast as $1/\bar N$. If thin slabs stay in the fit, their larger $R_N$ can slow this decay or, when the slabs are few, stop it. If a range of fixed width is moved to thicker slabs, the weights grow as $\bar N$ and can offset the decay of $R_N$.

Independent random errors of standard deviation $\sigma$ in the slab energies give the intercept a standard deviation
\begin{equation}
\sigma\sqrt{\sum_Nw_N^2}=\sigma\sqrt{\frac1M+\frac{\bar N^2}{S}} .
\end{equation}
With just two slabs, $N-1$ and $N$, the intercept is $NE_{N-1}-(N-1)E_N$ and its standard deviation is $\sigma\sqrt{N^2+(N-1)^2}$. The last difference removes the drift as well, but it amplifies scatter in proportion to thickness.

\section{Weighing the contributions}

Take $a=0.21$ nm, $A=0.0441$ nm$^2$, $t=1$ eV and a bulk gap $2\Delta=3.6$ eV. The slabs have 6 to 14 layers and a $6\times6$ mesh; the separate bulk has a $16\times16\times16$ mesh. Its energy is $-2.852467$ eV per layer, while the matched bulk gives $-2.852835$ eV. The mismatch is $\delta=-0.369$ meV, about 0.013\% of the bulk energy. Equation~(\ref{drift}) predicts
\begin{equation}
\frac{\delta}{2A}=\frac{-0.3688\ {\rm meV}}{0.0882\ {\rm nm^2}}
=-4.18\ {\rm meV/nm^2\ per\ layer},
\end{equation}
and the diagonalized slabs give the same slope to this precision. The estimate falls from 3.008 eV/nm$^2$ at 6 layers to 2.974 at 14 and 2.907 at 30. The fit gives
\begin{equation}
\gamma_{\rm fit}=3.033\ {\rm eV/nm^2}=0.486\ {\rm J/m^2}.
\end{equation}
At 30 layers the separate-bulk value is thus 4.1\% below the fitted one. The drift reaches 1\% of $\gamma_{\rm fit}$ after 7.3 layers.

With a $6\times6\times6$ bulk mesh the mismatch is $+0.342$ meV per layer. The drift would be about as large, but upward. Since the in-plane meshes now agree, this mismatch comes from the $k_z$ sampling of the bulk.

The errors in $\gamma$, in meV/nm$^2$, compare as follows:
\begin{center}
\begin{tabular}{lr}
drift at 14 layers & $-58.5$\\
$6\times6$ mesh error left in the fit & $+1.0$\\
scatter, line fit, $\sigma=0.1$ meV & $1.5$\\
scatter, last two slabs, same $\sigma$ & $21.7$
\end{tabular}
\end{center}
The mesh error is relative to a $24\times24$ in-plane mesh. The scatter entries are standard deviations from simulated random errors. The finite-thickness term is smaller still: with the matched bulk, the estimates at 6 and 14 layers differ by 0.02 meV/nm$^2$.

\section{Contributions of the faces and the real material}

The gap, spacing and hopping lie roughly in the range of a wide-gap oxide such as SnO$_2$, and 800 K is a rough temperature for its vapour deposition. SnO$_2$ has the rutile structure and several orbitals per atom, so the fitted $\gamma$ is no prediction for it. Surface energies of such oxides are of the order of 1 J/m$^2$; the model lies below that. The model also leaves out several contributions to the surface energy. Some of them are estimated below, each on its own.

\textbf{Ionic attraction.} The sites carry charges $\pm Qe$ with $Q=0.70$. A checkerboard layer has planar Fourier components $Qe/a^2$ at wave vectors $\mathbf G=(\pi/a)(\mu,\nu)$ with $\mu,\nu$ odd. Each gives a potential $2\pi(Qe/a^2)e^{-Ga}/G$ at distance $a$. A site facing an opposite charge therefore has interaction energy $-QV$ with that layer, where
\begin{equation}
V=\frac{Qe^2}{a}\sum_{\mu,\nu\ {\rm odd}}\frac{2}{g}e^{-\pi g}
=0.322\ {\rm eV},\qquad g=\sqrt{\mu^2+\nu^2}.
\end{equation}
Cleavage loses this attraction and adds $QV/(2A)=2.57$ eV/nm$^2$, or 85\% of $\gamma_{\rm fit}$. Screening and more distant layers are left out.

\textbf{Short-range repulsion and relaxation.} Let hopping vary with bond length $d$ as $d^{-2}$ and a repulsion $r$ per bond as $d^{-8}$. With three bonds per site, and with the ionic attraction left out, bulk equilibrium requires $-2t\,\partial e/\partial t=24r$. Cutting one bond per site changes $\gamma$ by $-r/(2A)=-1.50$ eV/nm$^2$. Ionic attraction in the bulk would need a larger $r$ to balance it, and this change would grow accordingly. Letting the outer spacing relax contracts it by 0.67\% on the $6\times6$ mesh (0.63\% on $12\times12$ and $24\times24$) and lowers $\gamma$ by 0.002 eV/nm$^2$.

\textbf{Temperature.} A classical vibration contributes $k_BT\ln(\hbar\omega/k_BT)$ to the free energy. If the three frequencies of a surface atom scale as the square root of its coordination, five neighbours instead of six, then $\gamma$ changes by $3k_BT\ln\sqrt{5/6}/A=-0.43$ eV/nm$^2$ at 800 K. Electronic excitation across the gap contributes about $-10^{-13}$ eV per bulk site.

These estimates are too rough to be added into a corrected surface energy. They show that the model's $\gamma$ could change by a large fraction, whereas the extraction rests on the separation in Eq.~(\ref{split}).

That separation survives a strong change of the faces. Reducing the site-energy amplitude in both outer layers from $\Delta$ to $\Delta-V$ leaves the fitted bulk energy at $-2.852835$ eV, but raises the intercept to 8.20 eV/nm$^2$. The size of this rise has a simple origin. To first order each face gains $QV$ per site, or $QV/A=5.14$ eV/nm$^2$ in all, which would give 8.17. The rest reflects the difference between surface and bulk charge and higher orders in $V$. This is twice the ionic cleavage energy, because a sum of level energies counts the interaction between the two halves once from each side. The value 8.20 is therefore no improved surface energy; it shows that a change confined to the faces enters the intercept and leaves the slope alone. The numerical output lists the individual values.

\section*{Computed results}
\begin{verbatim}
hopping: 1.00 eV; bulk gap: 3.60 eV
layer spacing: 0.210 nm; area per site: 0.0441 nm^2
slab mesh: 6x6; separate bulk mesh: 16^3
slab layers in fit: 6 to 14
N=6: E=-16.849534 eV; gamma separate=3.00754, matched=3.03263 eV/nm^2
N=8: E=-22.555203 eV; gamma separate=2.99920, matched=3.03265 eV/nm^2
N=10: E=-28.260874 eV; gamma separate=2.99084, matched=3.03265 eV/nm^2
N=12: E=-33.966545 eV; gamma separate=2.98247, matched=3.03265 eV/nm^2
N=14: E=-39.672215 eV; gamma separate=2.97411, matched=3.03265 eV/nm^2
separate bulk energy: -2.852467 eV/layer
matched bulk energy: -2.852835 eV/layer
fitted bulk energy: -2.852835 eV/layer
mismatch, matched - separate: -0.3688 meV/layer
mismatch to 6^3 bulk mesh: 0.3423 meV/layer
measured drift: -4.180 meV/nm^2 per layer
predicted drift: -4.181 meV/nm^2 per layer
gamma separate at N=30: 2.90721 eV/nm^2
gamma fitted: 3.03264 eV/nm^2 = 0.4859 J/m^2
gamma closed form, same mesh: 3.03265 eV/nm^2
gamma closed form, 24x24 mesh: 3.03167 eV/nm^2
mesh error left in fit: 0.965 meV/nm^2
layers for 1% drift: 7.3
decay rate: measured 1.6237, predicted 1.6177 per layer
gapless peak (N+1)|R|: N=20-31 0.49256, N=80-91 0.49243 eV
random error per slab energy: 0.10 meV
gamma noise, line fit: 1.514 meV/nm^2
gamma noise, last pair: 21.702 meV/nm^2
model ionic charge: 0.7035 e
surface site-energy shift: 0.3222 eV
fitted bulk energy, altered faces: -2.852835 eV/layer
gamma, altered faces: 8.19726 eV/nm^2
Neglected contributions to gamma (rough):
  unscreened ionic cleavage: +2.5697 eV/nm^2
  lost repulsion: -1.4966 eV/nm^2
  outer-layer relaxation: -0.00232 eV/nm^2
  outer spacing change: -0.674 %
  vibrations at 800 K: -0.4275 eV/nm^2
bulk electronic thermal term: -8.11e-14 eV/site
\end{verbatim}
